# Conductivity of a thin wire with diffuse walls

## What goes wrong without the result

A metal wire with diffusely scattering walls, if much thinner than the bulk mean free path, conducts far worse than the same metal in bulk, because its carriers lose their drift at the walls. A common-sense estimate of the remaining fraction is "thickness over mean free path". For a wire 12 nm wide and 24 nm high with a mean free path of 300 nm, that rule gives 0.04 or 0.08, depending on which side is called the thickness. The rule lacks a definition of thickness for a section that is not round.

The definition follows from the kinetic equation. For a convex section $S$ of area $A$ and bulk mean free path $\lambda$,
$$
\frac{\sigma}{\sigma_0}\simeq\frac{3J}{8\lambda A},\qquad
J=\int_S\!\int_S\frac{d^2r\,d^2r'}{|\mathbf r-\mathbf r'|}. \tag{1}
$$
Here $\sigma$ is the mean current density divided by the field, and $\sigma_0$ is the bulk conductivity. The sign $\simeq$ means that the ratio of the two sides tends to one as width$/\lambda\to0$ at fixed shape. At finite $\lambda$ there are corrections, and the first of them is derived below.

## The model

The wire is long, straight and uniform along $z$, with a weak field $E$ along $z$. The Fermi surface is a sphere, and collisions in the metal are described by one relaxation time $\tau$, with $\lambda=v\tau$ and $v$ the Fermi speed. Motion between collisions is classical. The wall is fully diffuse: a carrier leaves it with no memory of its arrival direction. The algebra uses atomic units, $e=\hbar=m=1$, and the electron charge is $-1$.

Write the distribution as $f=f_0(\varepsilon)+q$, where $f_0$ is the equilibrium function. To first order in $E$,
$$
\mathbf v\cdot\nabla q+\frac q\tau=E\,v_z\frac{\partial f_0}{\partial\varepsilon}.
$$
In bulk the gradient vanishes, so $q_0=E\tau v_z\,\partial f_0/\partial\varepsilon$. In the wire set $q=q_0h$. Since $v_z$ is constant along a free path, division by $q_0/\tau$ gives
$$
\lambda\frac{dh}{ds}+h=1, \tag{2}
$$
where $s$ is length along the path.

## Why the wall resets the drift

At a diffuse wall the outgoing $q$ may depend on position and energy but not on direction. Its value is fixed by the condition that no net particle flow crosses the wall at any energy.

Try the value zero. Equation (2) with $h=0$ at the wall has the solution
$$
h=1-e^{-L/\lambda}, \tag{3}
$$
where $L$ is the distance back along the path to the wall. Reversing $v_z$ leaves $L$ unchanged, because the wire is uniform along $z$. Hence $h$ is even in $v_z$, and $q=q_0h$ is odd. The arriving flow carried by $q$ then cancels between $v_z$ and $-v_z$, so an outgoing value of zero satisfies the wall condition. The same oddness means that $q$ creates no excess density, so relaxation toward the unshifted $f_0$ is also consistent.

## The current in the wire

Let $\theta$ be the angle between the velocity and $z$, and $\varphi$ the direction in the cross section. The current density is proportional to the angular integral of $v_zq$, and hence of $h\cos^2\theta$. In bulk $h=1$ and the integral is $4\pi/3$. Dividing by this and averaging over the section,
$$
\frac{\sigma}{\sigma_0}=\frac{3}{4\pi A}\int_S d^2r\int_0^{2\pi}\!d\varphi\int_0^\pi\!d\theta\,\sin\theta\cos^2\theta\left(1-e^{-d/(\lambda\sin\theta)}\right). \tag{4}
$$
Here $d(\mathbf r,\varphi)$ is the distance from $\mathbf r$ to the wall measured within the section. A path at angle $\theta$ advances by $\sin\theta$ in the section per unit length, so $L=d/\sin\theta$. The path must be followed backward, but $\varphi$ covers the full circle, so $\varphi$ can be renamed as the backward direction.

Equation (4) holds for any ratio of width to $\lambda$ within the model. When $d\gg\lambda$ almost everywhere, the exponential disappears and $\sigma/\sigma_0\to1$, as it should.

## The thin limit

Multiply (4) by $\lambda$ and let $\lambda\to\infty$ with the section fixed. At each angle inside the range,
$$
\lambda\sin\theta\cos^2\theta\left(1-e^{-d/(\lambda\sin\theta)}\right)\to d\cos^2\theta .
$$
The expansion is not small for grazing paths with $\sin\theta\lesssim d/\lambda$, so the exchange of limit and integral needs a reason. Since $1-e^{-x}\le x$, the left side never exceeds $d\cos^2\theta$, which is integrable and independent of $\lambda$. Dominated convergence therefore permits the exchange. With $\int_0^\pi\cos^2\theta\,d\theta=\pi/2$,
$$
\frac{\sigma}{\sigma_0}\simeq\frac{3}{4\pi A\lambda}\,\frac{\pi}{2}\int_Sd^2r\int_0^{2\pi}d\varphi\,d
=\frac{3}{8\lambda A}\int_Sd^2r\int_0^{2\pi}d\varphi\,d. \tag{5}
$$

To recognize the remaining integral, use polar coordinates centred on $\mathbf r$, with $\rho=|\mathbf r'-\mathbf r|$ and $d^2r'=\rho\,d\rho\,d\varphi$. In a convex section the ray from $\mathbf r$ stays inside until it meets the wall and does not re-enter, so
$$
\int_S\frac{d^2r'}{|\mathbf r-\mathbf r'|}=\int_0^{2\pi}d\varphi\int_0^d\frac{\rho\,d\rho}{\rho}=\int_0^{2\pi}d\varphi\,d. \tag{6}
$$
Integration over $\mathbf r$ turns (5) into (1).

The same inequality shows that the right side of (1) is an upper bound on $\sigma/\sigma_0$ in this model at every $\lambda$.

## Where convexity enters

If the section has a re-entrant corner, the ray in (6) stops at the first wall. Equation (5) still holds, but its integral then covers only pairs of points that can see each other along a straight line inside the metal.

Take an L-shaped section: a square of side 2 with one corner square of side 1 removed. Random sampling of point pairs gives $J=14.87$ for all pairs. The only blocked pairs have one point in each of the two diagonally placed unit squares, and a mirror that exchanges the corner square with the removed one shows that half of their contribution is blocked. Subtracting it leaves 14.12 for visible pairs. Formula (1), used with all pairs, would here overstate the thin-limit conductivity by about 5 percent of its correct value.

## Round wire

For a fixed direction $\varphi$, cut the section into parallel chords of length $c(b)$, where $b$ is the sideways offset. Along one chord the exit distance runs from 0 to $c$ and integrates to $c^2/2$. For a disk of radius $a$, $c=2\sqrt{a^2-b^2}$, so
$$
J=2\pi\int_{-a}^{a}2(a^2-b^2)\,db=2\pi\cdot\frac{8a^3}{3}=\frac{16\pi a^3}{3}.
$$
With diameter $D=2a$ this is $J=2\pi D^3/3$, and $A=\pi D^2/4$. Then
$$
\frac{\sigma}{\sigma_0}\simeq\frac{3}{8\lambda}\cdot\frac{2\pi D^3}{3}\cdot\frac{4}{\pi D^2}=\frac D\lambda .
$$
For a round wire the thickness in the simple rule is the diameter, with coefficient one.

## Rectangular wire

Let the sides be $w$ and $h$ (from here on $h$ is a height, not the function in (3)). Pairs with separation components $\pm u,\pm v$ fill an area $(w-u)(h-v)$, the overlap of the rectangle with its shifted copy. The four sign choices give
$$
J=4\int_0^w\!du\int_0^h\!dv\,\frac{wh-hu-wv+uv}{\sqrt{u^2+v^2}} .
$$
Put $s=\sqrt{w^2+h^2}$, $\alpha_1=\operatorname{arsinh}(h/w)$ and $\alpha_2=\operatorname{arsinh}(w/h)$. The first integral, done over $v$ and then by parts over $u$, is
$$
\iint\frac{du\,dv}{\sqrt{u^2+v^2}}=\int_0^w\operatorname{arsinh}\frac hu\,du
=w\alpha_1+\int_0^w\frac{h\,du}{\sqrt{u^2+h^2}}=w\alpha_1+h\alpha_2 .
$$
The second, done over $u$ first, is
$$
\iint\frac{u\,du\,dv}{\sqrt{u^2+v^2}}=\int_0^h\left(\sqrt{w^2+v^2}-v\right)dv=\tfrac12\left(hs+w^2\alpha_1-h^2\right).
$$
Exchanging the sides gives the integral with $v$ in the numerator, $\tfrac12(ws+h^2\alpha_2-w^2)$. The last is
$$
\iint\frac{uv\,du\,dv}{\sqrt{u^2+v^2}}=\int_0^hv\left(\sqrt{w^2+v^2}-v\right)dv=\tfrac13\left(s^3-w^3-h^3\right).
$$
Now collect terms inside the factor 4. The coefficient of $\alpha_1$ is $w^2h-\tfrac12w^2h=\tfrac12w^2h$, and that of $\alpha_2$ is likewise $\tfrac12wh^2$. The terms in $s$ give $-\tfrac12(w^2+h^2)s+\tfrac13s^3=-\tfrac16s^3$. The cubes give $(\tfrac12-\tfrac13)(w^3+h^3)=\tfrac16(w^3+h^3)$. Therefore
$$
J=2w^2h\operatorname{arsinh}\frac hw+2wh^2\operatorname{arsinh}\frac wh+\frac23\left[w^3+h^3-(w^2+h^2)^{3/2}\right]. \tag{7}
$$

To compare shapes, write $\sigma/\sigma_0\simeq C\sqrt A/\lambda$. Then $C=1.128$ for a disk, 1.115 for a square and 1.083 for a rectangle with sides 1:2. At fixed area and $\lambda$, the 1:2 rectangle conducts about 4 percent less than the disk in the thin limit.

A flat strip behaves differently. For $w\ll h$, use $\operatorname{arsinh}(h/w)\simeq\ln(2h/w)$, $\operatorname{arsinh}(w/h)\simeq w/h$ and $(w^2+h^2)^{3/2}\simeq h^3+\tfrac32w^2h$. The three parts of (7) become $2w^2h\ln(2h/w)$, $2w^2h$ and $-w^2h$, so
$$
\frac{\sigma}{\sigma_0}\simeq\frac{3w}{4\lambda}\left[\ln\frac{2h}{w}+\frac12\right],\qquad w\ll h\ll\lambda .
$$
The logarithm comes from long paths running nearly parallel to the broad faces. It grows with $h$, so the second inequality is essential: once $h$ is comparable with $\lambda$, bulk collisions cut these paths, and the square bracket is too large by an amount that does not vanish as $w\to0$.

## The first correction

The size of the error in (1) is set by grazing paths. Define
$$
I(x)=\int_0^\pi\sin\theta\cos^2\theta\left(1-e^{-x/\sin\theta}\right)d\theta,\qquad x=\frac d\lambda .
$$
Then $I(0)=0$ and $I'(0)=\pi/2$. Differentiating twice and writing $\cos^2\theta=1-\sin^2\theta$,
$$
I''(x)=-2\int_0^{\pi/2}\left(\frac1{\sin\theta}-\sin\theta\right)e^{-x/\sin\theta}\,d\theta .
$$
In the first part put $\sin\theta=1/\cosh t$, for which $d\theta/\sin\theta=-dt$. It becomes $\int_0^\infty e^{-x\cosh t}dt=K_0(x)$, a modified Bessel function, which for small $x$ is $\ln(2/x)-\gamma$ plus terms of order $x^2\ln x$. Here $\gamma=0.577$ is Euler's constant. The second part is $1+O(x)$. Hence
$$
I''=-2\left[\ln\frac2x-\gamma-1\right]+O(x).
$$
Integrating $\ln(2/x)$ twice from zero gives $\tfrac12x^2\ln(2/x)+\tfrac34x^2$, and a constant integrates to $\tfrac12x^2$ times itself. So
$$
I=\frac{\pi x}{2}-x^2\left[\ln\frac2x+\frac12-\gamma\right]+O(x^3). \tag{8}
$$

Insertion in (4) requires averages of $d^2$ and $d^2\ln d$. Both become pair averages in the manner of (6):
$$
d^2=2\int_0^d\rho\,d\rho,\qquad d^2\ln d=\int_0^d(2\ln\rho+1)\rho\,d\rho .
$$
Let $\ln g$ be the mean of $\ln|\mathbf r-\mathbf r'|$ over all pairs, so that $g$ is the geometric mean distance of the section. Then
$$
\int\! d^2r\,d\varphi\;d^2=2A^2,\qquad \int\! d^2r\,d\varphi\;d^2\ln d=2A^2\ln g+A^2 .
$$
The quadratic part of (8) therefore integrates to
$$
-\frac{1}{\lambda^2}\left\{2A^2\left[\ln2\lambda+\tfrac12-\gamma\right]-2A^2\ln g-A^2\right\}
=-\frac{2A^2}{\lambda^2}\left[\ln\frac{2\lambda}{g}-\gamma\right].
$$
The two halves cancel. Multiplying by $3/(4\pi A)$,
$$
\frac{\sigma}{\sigma_0}=\frac{3J}{8\lambda A}-\frac{3A}{2\pi\lambda^2}\left[\ln\frac{2\lambda}{g}-\gamma\right]+\dots \tag{9}
$$
For fixed shape the omitted terms are of order (width$/\lambda)^3$. The correction is negative, as the upper bound requires. Its logarithm makes the approach to the thin limit slower than a plain power series would suggest.

## Bulk scattering drops out

For a spherical Fermi surface with wave number $k_F$, the density is $n=k_F^3/(3\pi^2)$ and the bulk conductivity is $\sigma_0=n\lambda/k_F=k_F^2\lambda/(3\pi^2)$. Multiplication by (1) gives
$$
\sigma\simeq\frac{k_F^2J}{8\pi^2A}. \tag{10}
$$
The mean free path has cancelled. In the thin limit, a purer or colder metal conducts no better, because each carrier's drift is lost at the wall first. Ordinary units are restored by the factor $e^2/\hbar=2.434\times10^{-4}$ S.

## Worked example: a cold copper interconnect

Take a copper core with $w=12$ nm and $h=24$ nm near 77 K. Rough typical inputs are $\lambda=300$ nm and 85 conduction electrons per nm³. The area is $A=288$ nm², and (7) gives $J=14119$ nm³. From (1),
$$
\frac{\sigma}{\sigma_0}\simeq\frac{3\times14119}{8\times300\times288}=0.0613 .
$$
Numerical integration over pair separations gives $g=8.05$ nm. The correction in (9) is
$$
-\frac{3\times288}{2\pi\times300^2}\left[\ln\frac{600}{8.05}-0.577\right]=-0.0057,
$$
so the two terms sum to 0.0556. Converged numerical quadrature of (4) gives 0.0555, lower than the two-term sum by about 0.00004, which is the size of the omitted cubic term. The leading term alone is about 10 percent too high relative to this value.

The density gives $k_F=(3\pi^2\times85)^{1/3}=13.6$ nm⁻¹. The bulk resistivity is then 0.219 µΩ cm, and (10) gives a thin-limit wire resistivity of 3.58 µΩ cm. The full value is $3.58\times0.0613/0.0555\approx3.95$ µΩ cm, or about 140 Ω/µm for this section.

At 300 K, with a rough $\lambda$ of 39 nm, the full kinetic result is 0.64 of the leading term. The wire is then not thin enough for (1), and (4) should be used. It gives 5.57 µΩ cm. Cooling from 300 K to 77 K thus divides the wire resistivity by about 1.4 in this model, while the bulk resistivity falls by $300/39\approx7.7$. Since 3.58 µΩ cm is the lower bound on resistivity, further cooling could remove at most about 9 percent of the 77 K value.

## What real wires change

The dimensions and $\lambda$ describe a narrow copper line only roughly. They exclude the barrier and liner, which take up part of a real trench, and impurities in deposited copper can shorten $\lambda$. The model also leaves out grain boundaries. The Mayadas–Shatzkes model replaces the collision rate $1/\lambda$ per unit length by $(1+\alpha/|\cos\theta|)/\lambda$, where $\alpha=(\lambda/D_g)R/(1-R)$. With an assumed grain spacing $D_g=24$ nm and reflection probability $R=0.2$, $\alpha=3.1$. Putting this rate into the wire integral multiplies the conductivity by 0.81, which raises the resistivity from 3.95 to about 4.9 µΩ cm.

Walls may also be partly specular. If a fraction 0.2 of wall encounters is mirror-like, following the reflected rays numerically raises the thin-limit conductivity by a factor 1.39. At $\lambda=300$ nm, the case for which the factor 0.81 was quoted, the gain is 1.33, and the two assumed effects together leave the conductivity within about 1 percent of the fully diffuse, grain-free value. Specular reflection and grain boundaries change the conductivity in opposite directions and can offset each other, so agreement of a measured resistance with (1) would not by itself show that the walls are diffuse.

Other omissions can be sized separately:

- **Transverse quantization.** A hard-wall box of this section has 4157 transverse modes below the Fermi energy, against the classical number $k_F^2A/(4\pi)=4240$. The deficit is 2 percent. This compares mode counts and is not a quantum calculation of wall scattering.
- **Fermi-surface shape.** A half-filled nearest-neighbour fcc band has necks, as copper does, but it is not copper's computed band structure. For a round wire along [110], at fixed isotropic $\lambda$, a grid sum over its Fermi surface gives 0.95 of the spherical thin-limit ratio. The same routine reproduces a sphere within 3 percent, but its error on this surface is not tested, so the value is only a rough indication, and it applies to this axis alone. For [100] the same grid sum returned infinity: a grid point fell where the velocity lies along the wire, and the summand contains the inverse of the transverse velocity. The transverse velocity vanishes linearly at such isolated points, so the true surface integral is finite. Evaluated with random points instead of a regular grid, it gives about 1.9 times the spherical ratio. In this band the wire axis therefore matters strongly, and the small change for [110] must not be carried over to other axes.
- **Small-angle collisions.** With a rough sound speed $c_s=3000$ m/s, a phonon of energy $k_BT$ at 77 K deflects a carrier by about $k_BT/(\hbar c_sk_F)=0.25$ rad. Grazing paths occupy angles of order $w/\lambda=0.04$ rad. One such collision can send a grazing carrier to the wall, though it removes only about $1-\cos0.25$, or 3 percent, of the carrier's forward drift. Phonons with several times this energy also take part at 77 K; they deflect more strongly and relax the bulk current more per collision. A single relaxation time misses this difference, and its effect on the resistivity is not calculated here.
